Which Dirac-Coulomb levels have a partner of opposite kappa?

**The problem.** One electron moves in the potential V = −Z/r of a fixed point nucleus. For each sign of the quantum number κ, find the bound levels of the Dirac equation, and decide which of them share their energy with another level. Effects of nuclear size and recoil, and of quantum electrodynamics, are left out.

**Conventions.** Atomic units are used, so the speed of light is c = 1/α. The total energy, rest energy included, is W = εc². Bound states are sought in the gap −1 < ε < 1. The coupling strength is ζ = Zα, with 0 < ζ < 1. The four-component spinor has

upper part: (P/r) χ_κ, lower part: (iQ/r) χ_−κ.

The spin-angle functions χ_κ satisfy

σ·L χ_κ = −(κ+1) χ_κ, σ_r χ_κ = −χ_−κ,

where σ_r is the component of σ along r. Thus κ = −(l+1) for j = l+1/2 and κ = l for j = l−1/2, where l belongs to the upper part. An s1/2 state has κ = −1 and a p1/2 state has κ = +1. In both cases k = |κ| = j+1/2.

**The radial equations.** Since σ_r² = 1,

σ·p = σ_r (σ_r σ·p) = −iσ_r (∂/∂r − σ·L/r).

Acting on the upper part, this gives

σ·p (P/r) χ_κ = −iσ_r [d/dr + (κ+1)/r](P/r) χ_κ = (i/r)(P' + κP/r) χ_−κ.

The same rule with κ → −κ applies to the lower part. The two rows of the Dirac equation are

c σ·p (upper) = (W + c² − V)(lower),
c σ·p (lower) = (W − c² − V)(upper).

They become, because Z/c = ζ,

P' = −κP/r + [c(1+ε) + ζ/r] Q, (1)
Q' = κQ/r + [c(1−ε) − ζ/r] P. (2)

**Boundary conditions.** Near r = 0 the terms in 1/r dominate. Setting P = A r^s and Q = B r^s gives (s+κ)A = ζB and (s−κ)B = −ζA. A nonzero solution requires s² = κ² − ζ², so s = ±γ with

γ = √(k² − ζ²), 0 < γ < k.

We keep r^γ. The alternative r^(−γ) is not square integrable when γ ≥ 1/2, which covers every κ if ζ ≤ √3/2. For k = 1 and √3/2 < ζ < 1 both behaviours are square integrable, and r^γ is then an additional condition imposed on the solution. At ζ = 1 the exponent for k = 1 reaches zero, and beyond it becomes imaginary, so the treatment below stops there.

At large r the constant terms dominate, and P'' ≈ c²(1−ε²)P. The solutions behave essentially as e^(±λr), with

λ = c√(1−ε²) > 0.

**(a) The simplest trial solution**

Try P = A r^γ e^(−λr) and Q = B r^γ e^(−λr). For which signs of κ does this solve the equations, and at what energy?

**Solution.** The derivative of r^γ e^(−λr) is (γ/r − λ) times the function itself. Equation (1) therefore requires

(γ/r − λ)A = −κA/r + [c(1+ε) + ζ/r]B.

The terms in 1/r and the constant terms must match separately:

B/A = (γ+κ)/ζ, (3)
B/A = −λ/[c(1+ε)] = −√[(1−ε)/(1+ε)]. (4)

Here A cannot vanish, since the 1/r terms would then give B = 0 too. Equation (2) adds nothing new. Its 1/r terms give B/A = ζ/(κ−γ), which equals (3) because κ² − γ² = ζ². Its constant terms give B/A = −c(1−ε)/λ, which equals (4).

The ratio (4) is negative everywhere in the gap. It is the ratio needed for decay. The ratio (3) is the one needed at the origin, and since γ < k it has the sign of κ. The two can agree only if κ < 0.

Put κ = −k and square both ratios, which loses nothing now that their signs agree:

(1−ε)/(1+ε) = (k−γ)²/ζ² = (k−γ)/(k+γ),

where ζ² = (k−γ)(k+γ) was used. Cross-multiplication gives

k + γ − εk − εγ = k − γ + εk − εγ,

and hence

ε = γ/k. (5)

For κ > 0, squaring before checking the sign would produce ε = −γ/k, which does not satisfy the unsquared conditions.

The attraction matters here. If ζ were negative, (3) would change sign and the same trial form would require κ > 0, with ε = −γ/k.

This result rules out one functional form for κ > 0. It does not yet show that no other bound state with κ > 0 lies at the energy (5). For that we need the general regular solution.

**(b) Equations suited to a series**

Write P = √(1+ε)(f+g) and Q = √(1−ε)(f−g). Find the equations for f and g.

**Solution.** Define

ν = ζε/√(1−ε²), η = ζ/√(1−ε²).

Then η > 0 and η² − ν² = ζ². Combined with κ² = γ² + ζ², this gives

η² − κ² = ν² − γ². (6)

Divide (1) by √(1+ε) and (2) by √(1−ε). The coefficients that arise are

c(1+ε)√[(1−ε)/(1+ε)] = c(1−ε)√[(1+ε)/(1−ε)] = λ,
ζ√[(1−ε)/(1+ε)] = ζ(1−ε)/√(1−ε²) = η − ν,
ζ√[(1+ε)/(1−ε)] = ζ(1+ε)/√(1−ε²) = η + ν.

The equations become

(f+g)' = −κ(f+g)/r + λ(f−g) + (η−ν)(f−g)/r,
(f−g)' = κ(f−g)/r + λ(f+g) − (η+ν)(f+g)/r.

Half their sum and half their difference are

f' = (λ − ν/r) f − (κ+η) g/r, (7)
g' = (−λ + ν/r) g + (η−κ) f/r. (8)

In the sum, for example, the last terms combine as ½[(η−ν)(f−g) − (η+ν)(f+g)] = −νf − ηg. In the difference they give ηf + νg.

**(c) The levels when η ≠ κ**

Expand the regular solution in powers of r and find the condition for a bound state. Leave aside the case η = κ.

**Solution.** Set

f = r^γ e^(−λr) Σ f_m r^m, g = r^γ e^(−λr) Σ g_m r^m, m = 0, 1, 2, …

with f_(−1) = g_(−1) = 0. The coefficient of r^(γ+m−1) in f', with the exponential taken out, is (γ+m)f_m − λf_(m−1), and similarly for g. Equations (7) and (8) give

(γ+m+ν) f_m + (κ+η) g_m = 2λ f_(m−1), (9)
(γ+m−ν) g_m = (η−κ) f_m. (10)

The exponential contributes one λ in (9) and the differential equation contributes the other. In (10) the two contributions cancel.

Because η ≠ κ, (10) determines f_m from g_m. If g_0 = 0, then f_0 = 0 and the whole solution vanishes, so g_0 ≠ 0. Insert f_m and f_(m−1) from (10) into (9), and multiply by η−κ:

[(γ+m)² − ν² + η² − κ²] g_m = 2λ(γ+m−1−ν) g_(m−1).

By (6) the bracket is (γ+m)² − γ² = m(m+2γ). At m = 0 both sides vanish, which leaves g_0 free. For m ≥ 1,

g_m = 2λ(γ+m−1−ν) g_(m−1)/[m(m+2γ)]. (11)

Suppose this series never ends. For large m the ratio g_m/g_(m−1) is positive, and its quotient with 2λ/m tends to 1. Choose a number q with 1/2 < q < 1. Beyond some m the ratio exceeds 2λq/m, and all later coefficients have one sign. Up to a polynomial, the sum then grows at least as fast as a constant times e^(2λqr). After multiplication by e^(−λr), g still grows at least as fast as r^γ e^((2q−1)λr). Since g is a combination of P and Q, these cannot both be square integrable.

A bound state therefore needs the series to end. If g_(n_r) is the last nonzero coefficient, the numerator in (11) must vanish at m = n_r + 1:

ν = γ + n_r ≡ N, n_r = 0, 1, 2, … (12)

By (10), f_(n_r) = 0 and the f series ends as well. Both functions are then polynomials times r^γ e^(−λr), so the state is normalizable. The integer n_r is the degree of the polynomial in g.

Since N > 0, the definition of ν requires ε > 0. From ζ²ε² = N²(1−ε²) we obtain

ε = N/√(N² + ζ²). (13)

It remains to check when the assumption η ≠ κ holds at these energies. If κ < 0, then η − κ = η + k > 0, and every n_r in (12) is allowed. If κ > 0 and n_r ≥ 1, (6) gives

η² − κ² = (γ+n_r)² − γ² = n_r(n_r+2γ) > 0,

so these levels are allowed too. If κ > 0 and n_r = 0, then ν = γ and (6) gives η = κ. This is the case left aside, and (12) cannot decide it.

**(d) The excluded case**

Let η = κ > 0. Does the regular solution describe a bound state?

**Solution.** Equation (6) leaves two energies, ν = γ and ν = −γ.

For ν = γ, equation (10) reads m g_m = 0. Thus g_0 is free and all other g_m vanish. Equation (9) gives, first at m = 0 and then for m ≥ 1,

f_0 = −(κ/γ) g_0,
f_m = 2λ f_(m−1)/(m+2γ).

If g_0 = 0 there is no solution at all. If g_0 ≠ 0, every f_m is nonzero and all have the same sign. The f series does not end, and by the argument of part (c) f grows exponentially. There is no bound state.

For ν = −γ, equation (10) reads (2γ+m)g_m = 0, so g = 0. Equation (9) becomes m f_m = 2λ f_(m−1), whose solution is f = f_0 r^γ e^(−λr) e^(2λr) = f_0 r^γ e^(λr). This also grows.

The contrast with κ = −k at ν = γ is now visible. There η = k = −κ, so the coupling κ+η in (7) is zero. The function g = r^γ e^(−λr) can stand alone with f = 0, which is the solution of part (a). For κ = +k at the same energy the coupling is 2k, and g forces a growing f.

The complete result within this model is therefore

κ < 0: n_r = 0, 1, 2, …
κ > 0: n_r = 1, 2, 3, …

With the principal quantum number n = n_r + k, a 1p1/2 state would have n = 1 and κ = +1, hence n_r = 0. It does not exist.

The nonrelativistic limit agrees. As ζ → 0 at fixed Z, γ → k and N → n, and (13) gives W − c² ≈ −c²ζ²/(2n²) = −Z²/(2n²). For κ > 0 we have l = κ = k, so n_r ≥ 1 becomes the familiar rule n ≥ l+1. For κ < 0 we have l = k−1, and n_r ≥ 0 becomes the same rule.

**(e) Which levels share an energy?**

Find all coincidences among the levels, and count the states in each shell n.

**Solution.** The energy (13) depends on γ, and so on k but not on the sign of κ. For given n and k < n, n_r = n−k is at least 1, so both signs are allowed. The two levels have the same j, opposite parity and the same energy. For k = n, n_r is zero and only κ = −n exists. This is the level with j = n−1/2, the highest in the shell.

It could still coincide with a level of another j or another shell. To examine this, write

N = n − δ_k, δ_k = k − γ = ζ²/(k+γ).

Both k and γ grow with k, so δ_k decreases with k. Its largest value is δ_1 = 1 − √(1−ζ²), which is below 1. Hence 0 < δ_k < 1, and N lies strictly between n−1 and n. Moreover,

dε/dN = ζ²/(N²+ζ²)^(3/2) > 0,

so equal energies require equal N. Equal N requires the same n, then the same δ_k, and then the same k. The pairs ±κ are thus the only coincidences between levels, and the highest-j level has no partner. Because δ_k is smallest for k = n, it is also the highest-energy level of its shell.

"No partner" refers to another value of κ. The level still contains 2j+1 = 2k states with different magnetic quantum numbers. The number of states in shell n is

2·Σ_(k=1)^(n−1) 2k + 2n = 2n(n−1) + 2n = 2n².

The pairing rests on the exact 1/r potential, which produced recursion (11). For another potential this derivation gives no reason for the two signs of κ to have equal energies.

**(f) A heavy one-electron ion**

Evaluate the first three shells of Hf⁷¹⁺, Z = 72, in this model. Examine what happens to κ = +1 at the 1s energy.

**Solution.** With c = 137.035999, ζ = 72/137.035999 = 0.525409. The exponents are γ = 0.850850, 1.929753 and 2.953633 for k = 1, 2 and 3.

For the unpaired levels, (5) gives W − c² = −c²(k−γ)/k. With c² = 18778.8651 hartree,

1s1/2: −18778.8651 × 0.149150 = −2800.9 hartree,
2p3/2: −18778.8651 × 0.070247/2 = −659.6 hartree,
3d5/2: −18778.8651 × 0.046367/3 = −290.2 hartree.

The 1s value corresponds to about −76.2 keV. For 2s1/2 and 2p1/2, N = 1 + 0.850850 = 1.850850, and

ε = 1.850850/√(1.850850² + 0.525409²) = 0.96199,
W − c² = 18778.8651 × (0.96199 − 1) = −713.8 hartree.

The levels, with energies W − c² in hartree, are:

n = 1: 1s1/2 alone, −2800.9
n = 2: 2s1/2 and 2p1/2, −713.8; 2p3/2 alone, −659.6
n = 3: 3s1/2 and 3p1/2, −311.0; 3p3/2 and 3d3/2, −294.9; 3d5/2 alone, −290.2

The splitting between 2p3/2 and 2p1/2 is 54.2 hartree, or about 1.47 keV. The shells hold 2, 8 and 18 states.

Now take the 1s energy, ε = 0.850850. Decay at large r, in the trial form of part (a), requires

Q/P = −√(0.149150/1.850850) = −0.2839.

The origin requires (γ+κ)/ζ:

κ = −1: −0.149150/0.525409 = −0.2839,
κ = +1: 1.850850/0.525409 = 3.523.

The first agrees and the second has the wrong sign. Part (d) gives the full regular solution for κ = +1. Between λr = 1 and λr = 10 its P grows by a factor of about 2600, while P of the 1s state falls to about 0.00088 of its value at λr = 1.

The numerical check does not use the level formula to find the energies. It integrates (1) and (2) outward from the origin and inward from large r, and looks for energies at which the two solutions match. For κ = ±1, ±2 and ±3, between ε = −0.985 and 0.988, it finds the nine levels listed above. Their energies agree with (13) within 1.3×10⁻⁹ hartree. This measures the numerical agreement within the model, not the accuracy of the model for a real ion. In the real ion the omitted effects exceed the digits shown. A uniformly charged nucleus with a root-mean-square radius of about 5.3 fm raises 1s1/2 by about 0.9 hartree, 2s1/2 by about 0.14 hartree and 2p1/2 by about 0.01 hartree. Nuclear size alone thus separates 2s1/2 from 2p1/2 by about 3.5 eV, and the pairing is no longer exact. Quantum electrodynamics shifts the levels further: vacuum polarization alone lowers 1s1/2 by about 1 hartree in first order.

The check also counts the nodes of P, using the series solution of part (c) at the energies (13). In all nine levels the number is n−l−1, which equals n_r for κ < 0 but n_r−1 for κ > 0. Thus 2p1/2 has n_r = 1 although its P has no node. The absence of nodes in P must not be read as n_r = 0.

Numbers as computed

```
Hydrogen-like Hf, point nucleus: Z = 72
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.8651 hartree
zeta = Z*alpha = 0.525409 (dimensionless)
k = 1: gamma = 0.850850, delta = k - gamma = 0.149150 (dimensionless)
k = 2: gamma = 1.929753, delta = k - gamma = 0.070247 (dimensionless)
k = 3: gamma = 2.953633, delta = k - gamma = 0.046367 (dimensionless)
Levels found by integration, W - c^2 in hartree:
  1s1/2 kappa=-1 n_r=0 nodes of P=0 N=0.850850 W-c^2=-2800.8759
  2s1/2 kappa=-1 n_r=1 nodes of P=1 N=1.850850 W-c^2=-713.7845
  2p1/2 kappa=+1 n_r=1 nodes of P=0 N=1.850850 W-c^2=-713.7845
  2p3/2 kappa=-2 n_r=0 nodes of P=0 N=1.929753 W-c^2=-659.5835
  3s1/2 kappa=-1 n_r=2 nodes of P=2 N=2.850850 W-c^2=-311.0223
  3p1/2 kappa=+1 n_r=2 nodes of P=1 N=2.850850 W-c^2=-311.0223
  3p3/2 kappa=-2 n_r=1 nodes of P=1 N=2.929753 W-c^2=-294.8824
  3d3/2 kappa=+2 n_r=1 nodes of P=0 N=2.929753 W-c^2=-294.8824
  3d5/2 kappa=-3 n_r=0 nodes of P=0 N=2.953633 W-c^2=-290.2430
largest |integration - formula| = 1.3e-09 hartree
scanned range of W/c^2: -0.98501 to 0.98827 (dimensionless)
states in shell n = 1: 2
states in shell n = 2: 8
states in shell n = 3: 18
1s energy: W/c^2 = 0.850850 (dimensionless)
1s energy: W - c^2 = -76215.7 eV
Q/P required by decay at the 1s energy = -0.283875
Q/P required at the origin, kappa=-1: -0.283875
sine of mismatch angle at 1s energy, kappa=-1: 4.273e-16
Q/P required at the origin, kappa=+1: 3.522681
sine of mismatch angle at 1s energy, kappa=+1: -4.085e-01
P(x)/P(1) at the 1s energy, x = lambda*r (dimensionless):
  x= 1.0: kappa=+1 1.0000e+00, kappa=-1 1.0000e+00
  x= 3.0: kappa=+1 6.3469e+00, kappa=-1 3.4464e-01
  x= 5.0: kappa=+1 3.1564e+01, kappa=-1 7.2034e-02
  x=10.0: kappa=+1 2.6013e+03, kappa=-1 8.7539e-04
2p3/2 - 2p1/2 splitting = 54.2009 hartree
2p3/2 - 2p1/2 splitting = 1474.9 eV
largest relative error of closed-form solutions = 4.0e-12
```
